\section*{Steady precursor coverage and the growth rate in focused-electron-beam deposition, part 2}

An electron beam writes a deposit from a precursor gas and consumes the adsorbed molecules as it does so. The problem is to find the growth rate from the steady coverage, and to see when a fixed yield per electron fails. Lengths are in nm, times in s and current densities in A/cm$^2$.

Gas molecules strike the surface with flux $J$ and stick to a free site with probability $s$, in one layer at most. The coverage of intact molecules is $n$, with value $n_0$ for a full monolayer, and $\tau$ is the residence time. The electron flux is $f=j/e$, with $j$ the current density and $e$ the elementary charge. The effective dissociation cross-section per primary electron, $\sigma$, includes the effect of secondary electrons. Each dissociation leaves a volume $V$.

The rate constants with the beam off and on are
\begin{equation}
k_0=\frac{sJ}{n_0}+\frac1\tau,\qquad k_1=k_0+\sigma f .
\end{equation}
The steady coverages are $n_{\rm d}=sJ/k_0$ with the beam off and $n_{\rm s}=sJ/k_1$ with it on. With $f^*=k_0/\sigma$ and $x=f/f^*$, uniform irradiation gives the growth rate
\begin{equation}
R=V sJ\,\frac{x}{1+x}.
\label{eq:reduced}
\end{equation}
The fixed-yield limit is $R_{\rm lin}=V sJ\,x$, and the ceiling is $R_{\rm sat}=V sJ$.

In the steady state, the fractions of the flux $sJ$ that are blocked by occupied sites, adsorb and later desorb, and are dissociated are, respectively,
\begin{equation}
p_{\rm b}=\frac{sJ/n_0}{k_1},\qquad
p_{\rm t}=\frac{1/\tau}{k_1},\qquad
p_{\rm e}=\frac{\sigma f}{k_1}.
\label{eq:fates}
\end{equation}
With the beam off, the adsorption rate is $sJ(1-n_{\rm d}/n_0)$.

When the beam is switched on at coverage $n_{\rm d}$, growth starts faster than the steady rate. Averaged over a dwell time $t_{\rm d}$, the relative excess is smaller than $1/(k_0t_{\rm d})$. If electrons also desorb intact molecules, with effective cross-section $\sigma_{\rm d}$, the ceiling becomes $V sJ\,\sigma/(\sigma+\sigma_{\rm d})$.

\subsection{A wide spot in numbers}

Take $J=1000\ {\rm nm^{-2}s^{-1}}$, $s=1$, $n_0=2.5\ {\rm nm^{-2}}$, $\tau=1$ ms, $\sigma=0.02\ {\rm nm^2}$ and $V=0.06\ {\rm nm^3}$. These are round values of the rough size expected for an organometallic platinum precursor near room temperature. For an isotropic gas of molar mass 320 g/mol at 298 K, the kinetic relation $P=J\sqrt{2\pi mk_{\rm B}T}$, with $m$ the molecular mass, converts this flux to $8.8\times10^{-4}$ Torr.

The rate constants are $sJ/n_0=400\ {\rm s^{-1}}$ and $k_0=400+1000=1400\ {\rm s^{-1}}$. The beam-off coverage is $1000/1400=0.714\ {\rm nm^{-2}}$, or 29\% of a monolayer. The crossover flux is $1400/0.02=7.0\times10^4\ {\rm nm^{-2}s^{-1}}$, and multiplication by $e$ gives
\begin{equation}
j^*=ef^*=1.12\ {\rm A/cm^2}.
\end{equation}
The ceiling is $0.06\times1000=60$ nm/s.

At $j=1\ {\rm A/cm^2}$ the reduced flux is $1/1.12152=0.8916$. Thus $\sigma f=0.8916\times1400\simeq1248\ {\rm s^{-1}}$ and $k_1\simeq2648\ {\rm s^{-1}}$. The coverage is $1000/2648=0.378\ {\rm nm^{-2}}$, and the rate is $0.06\times1248\times0.378=28.3$ nm/s. The same steps at other current densities give the following values.

\begin{center}
\begin{tabular}{ccccc}
$j$ & $x$ & $n_{\rm s}$ & $R$ & $R_{\rm lin}$\\
(A/cm$^2$) & & (nm$^{-2}$) & (nm/s) & (nm/s)\\[2pt]
0.01 & 0.0089 & 0.708 & 0.530 & 0.535\\
0.1 & 0.089 & 0.656 & 4.91 & 5.35\\
1 & 0.892 & 0.378 & 28.3 & 53.5\\
10 & 8.92 & 0.072 & 53.9 & 535
\end{tabular}
\end{center}

A tenfold increase from 0.01 to 0.1 A/cm$^2$ raises the rate by a factor of 9.3. The increase from 1 to 10 A/cm$^2$ raises it by 1.9. At the highest value a fixed yield per electron overestimates growth about tenfold.

The fractions in equation (\ref{eq:fates}) show the same change. At 0.1 A/cm$^2$, 26\% of the flux $sJ$ is blocked, 66\% desorbs and 8\% is dissociated. At 10 A/cm$^2$ the shares are 3\%, 7\% and 90\%. With the beam off, adsorption proceeds at 714 molecules per nm$^2$ and second, which would wrongly suggest a ceiling of 43 nm/s.

The beam-off response time is $1/k_0=0.71$ ms. By the dwell estimate above, a dwell of 72 ms or longer keeps the initial excess below 1\% of the steady rate. If $\sigma_{\rm d}=0.1\sigma$, the ceiling falls from 60 to $60/1.1=54.5$ nm/s.

\section{Second half: finite spots and neglected effects}

\subsection{Symbols and results carried over}

The intact coverage is $n$, the monolayer density $n_0$, the gas flux $J$, the sticking probability $s$ and the residence time $\tau$. The electron flux is $f=j/e$, the effective dissociation cross-section $\sigma$, and the deposited volume per dissociation $V$. The relaxation constants are $k_0=sJ/n_0+1/\tau$ without the beam and $k_1=k_0+\sigma f$ with it. The corresponding steady coverages are $n_{\rm d}=sJ/k_0$ and $n_{\rm s}=sJ/k_1$. With $f^*=k_0/\sigma$ and $x=f/f^*$, the local growth rate is
\begin{equation}
R=V sJ\frac{x}{1+x},
\label{eq:local}
\end{equation}
which is linear for $x\ll1$ and tends to $V sJ$ for $x\gg1$.

The example has $sJ=1000\ {\rm nm^{-2}s^{-1}}$, $k_0=1400\ {\rm s^{-1}}$, $j^*=ef^*=1.12\ {\rm A/cm^2}$ and $V sJ=60$ nm/s. These values are kept below. The questions are how a finite spot changes the supply, and how large the other neglected effects are.

\subsection{Diffusion into an irradiated disc}

A beam lowers the coverage inside its spot, and molecules then diffuse in from outside. Let the surface be flat, the diffusion coefficient $D$ constant, and the electron flux equal to $f$ for $r<a$ and zero for $r>a$. The steady balance with diffusion is
\begin{equation}
D\nabla^2n-k n+sJ=0,\qquad
k=\begin{cases}k_1,&r<a\\ k_0,&r>a.\end{cases}
\label{eq:diff}
\end{equation}
A local disturbance of the coverage decays over the length
\begin{equation}
L_0=\sqrt{D/k_0},\qquad L_1=\sqrt{D/k_1}
\end{equation}
outside and inside the spot, respectively.

In each region a constant particular solution is $sJ/k$. The remainder $h$ satisfies $\nabla^2h=h/L^2$. Its circular solutions are the modified Bessel functions $I_0(r/L)$, finite at the centre, and $K_0(r/L)$, vanishing at infinity. Hence
\begin{equation}
n(r)=\begin{cases}
n_{\rm s}+A\,I_0(r/L_1),&r<a\\
n_{\rm d}-B\,K_0(r/L_0),&r>a .
\end{cases}
\label{eq:profile}
\end{equation}

The coverage and the diffusion current are continuous at $r=a$. Because $D$ is the same on both sides, the slope is continuous too. Write $u=a/L_1$ and $v=a/L_0$. With $I_0'=I_1$ and $K_0'=-K_1$, the two conditions are
\begin{align}
n_{\rm s}+A I_0(u)&=n_{\rm d}-B K_0(v),\\
\frac{A}{L_1}I_1(u)&=\frac{B}{L_0}K_1(v).
\end{align}
In the second line the minus sign before $B$ cancels the minus sign in $K_0'$. Solving it for $B$ gives
\begin{equation}
B=A\,\frac{L_0}{L_1}\frac{I_1(u)}{K_1(v)} .
\end{equation}
Insertion into the first line, followed by collection of the terms in $A$, gives
\begin{equation}
A I_1(u)=\frac{n_{\rm d}-n_{\rm s}}
{\displaystyle\frac{I_0(u)}{I_1(u)}+\frac{L_0}{L_1}\frac{K_0(v)}{K_1(v)}} .
\label{eq:A}
\end{equation}

\subsection{The mean rate and its ceiling}

The mean rate over the disc requires the mean of $I_0(r/L_1)$. The identity $d[zI_1(z)]/dz=zI_0(z)$ gives
\begin{equation}
\frac{2}{a^2}\int_0^a I_0(r/L_1)\,r\,dr
=\frac{2L_1^2}{a^2}\,uI_1(u)=\frac{2L_1}{a}I_1(u).
\end{equation}
Therefore
\begin{equation}
\overline R=V\sigma f\left[n_{\rm s}+\frac{2L_1}{a}\,A I_1(u)\right],
\label{eq:mean}
\end{equation}
with $AI_1(u)$ from equation (\ref{eq:A}).

At low flux $n_{\rm s}\to n_{\rm d}$, so $A\to0$ and $\overline R\to V\sigma f n_{\rm d}$. Diffusion leaves the linear law unchanged, since there is no depletion to refill.

At high flux $L_1\to0$ and $u\to\infty$. Then $I_0(u)/I_1(u)\to1$, whereas $L_0/L_1\to\infty$. The second term in the denominator of equation (\ref{eq:A}) dominates, and $n_{\rm s}\to0$ in the numerator:
\begin{equation}
A I_1(u)\to n_{\rm d}\frac{L_1}{L_0}\frac{K_1(v)}{K_0(v)} .
\end{equation}
The lateral part of the dissociation rate per area becomes
\begin{equation}
\sigma f\,\frac{2L_1^2}{a}\frac{n_{\rm d}}{L_0}\frac{K_1(v)}{K_0(v)}
\to\frac{2D n_{\rm d}}{aL_0}\frac{K_1(v)}{K_0(v)},
\end{equation}
because $L_1^2=D/k_1$ and $\sigma f/k_1\to1$. Now $Dn_{\rm d}=sJD/k_0=sJL_0^2$. Adding the direct part $\sigma f n_{\rm s}\to sJ$ gives the ceiling
\begin{equation}
\overline R_{\rm sat}=V sJ\left[1+\frac{2L_0}{a}\frac{K_1(a/L_0)}{K_0(a/L_0)}\right].
\label{eq:ceiling}
\end{equation}
The rate still saturates at a supply limit, but the supply now has two parts: molecules that land in the spot and molecules that diffuse in through its edge. The factor $V sJ$ alone is the limit when the second part is negligible.

\subsection{A wide disc: the rim}

For $a\gg L_0$ both Bessel ratios are close to one. Equation (\ref{eq:A}) becomes $AI_1\simeq(n_{\rm d}-n_{\rm s})/(1+L_0/L_1)$. Let $q=L_0/L_1=\sqrt{k_1/k_0}=\sqrt{1+x}$. Since $(n_{\rm d}-n_{\rm s})/n_{\rm s}=x=q^2-1$, equation (\ref{eq:mean}) gives
\begin{equation}
\frac{\overline R}{R}-1\simeq\frac{2L_1}{a}\frac{q^2-1}{1+q}
=\frac{2L_0}{a}\frac{q-1}{q}
=\frac{2L_0}{a}\left(1-\frac1{\sqrt{1+x}}\right).
\label{eq:rim}
\end{equation}
The excess comes from a rim. At high flux it equals the supply from a band of width about $L_0$ around the spot. The approach to this limit goes as $x^{-1/2}$, which is slower than the $1/x$ of the local law.

Take $D=10^6\ {\rm nm^2/s}$, a rough value, and $a=500$ nm. Then $L_0=\sqrt{10^6/1400}=26.7$ nm. At 10 A/cm$^2$, where the spot current is 78.5 nA, equation (\ref{eq:rim}) gives an excess of 7.3\%. The full Bessel formula gives 7.4\%: the mean rate is 58.0 nm/s instead of the local 53.9 nm/s. The mean ceiling is 66.6 nm/s. At the centre the local value is unchanged to the digits quoted, since $L_1=8.5$ nm is far smaller than $a$ and the edge disturbance decays over $L_1$.

\subsection{A focused spot: lateral supply dominates}

Now put 100 pA uniformly into a disc of radius 10 nm. Its area is $3.14\times10^{-12}\ {\rm cm^2}$, so $j=31.8\ {\rm A/cm^2}$ and $x=28.4$. The local law gives 58.0 nm/s, close to its ceiling of 60 nm/s. But here $a$ is smaller than $L_0$, and equation (\ref{eq:mean}) gives a mean rate of 452 nm/s. A finite-volume solution of equation (\ref{eq:diff}) on a radial mesh gives 303 nm/s at the centre. The centre is lower because molecules entering at the edge are partly consumed on the way in. These values keep the $\sigma$ of a wide spot. Most backscattered electrons emerge outside so small a disc; if a share of 0.3 of the dissociation were simply removed, the mean rate would be about 405 nm/s. It is lower still when these electrons' depletion of the surrounding surface is counted: about 399 nm/s if that share is spread evenly over a radius of 200 nm, and 383 nm/s for a radius of 100 nm.

The mean ceiling from equation (\ref{eq:ceiling}) is 707 nm/s. Thus the local law underestimates the mean rate by a factor of 7.8, and it also wrongly suggests that this spot is close to saturation. The actual mean is 64\% of the diffusion-assisted ceiling.

The flat-surface result can describe the start of growth at most. At 452 nm/s the deposit reaches a height of 20 nm, equal to the spot diameter, in about 44 ms. Molecules must then climb its side wall, and electrons leave through that wall. Neither effect is in equation (\ref{eq:diff}).

\subsection{A Gaussian beam: the total rate keeps growing}

A beam without a sharp edge raises a different question. Let
\begin{equation}
f(r)=f_0e^{-r^2/2w^2},\qquad x_0=f_0/f^* ,
\end{equation}
with fixed width $w$, and neglect diffusion. Equation (\ref{eq:local}) then holds at every point, and the total volume rate is
\begin{equation}
Q=V sJ\int_0^\infty
\frac{x_0e^{-r^2/2w^2}}{1+x_0e^{-r^2/2w^2}}\,2\pi r\,dr .
\end{equation}
Set $y=x_0e^{-r^2/2w^2}$. Then $dy=-(r/w^2)y\,dr$, so $r\,dr=-w^2dy/y$. The limits $r=0$ and $r=\infty$ become $y=x_0$ and $y=0$. The minus sign reverses the limits:
\begin{equation}
Q=2\pi w^2V sJ\int_0^{x_0}\frac{dy}{1+y}
=2\pi w^2V sJ\,\ln(1+x_0).
\label{eq:gauss}
\end{equation}
For $x_0\ll1$ this is linear in current. For $x_0\gg1$ the rate at the centre saturates, but the total rate grows logarithmically. The reason is geometrical. The flux exceeds $f^*$, and the local rate exceeds half its ceiling, inside a radius given by $r_*^2=2w^2\ln x_0$. The area of this region, $2\pi w^2\ln x_0$, grows logarithmically with the peak flux.

For $w=200$ nm, raising $x_0$ from 10 to 100 raises the central rate from 54.5 to 59.4 nm/s. The total rate rises from $3.62\times10^7$ to $6.96\times10^7\ {\rm nm^3/s}$, a factor of 1.92. The deposit becomes wider and flatter. Saturation of the growth rate at the centre must therefore not be read as saturation of the total volume rate.

\subsection{Beam heating}

Heating shortens $\tau$ and so lowers the coverage. An upper estimate puts all the beam power into heat at the surface, with power density $q_{\rm h}=jU$ for accelerating voltage $U$. In a half-space of conductivity $\kappa$, a surface point source of power $P_{\rm h}$ gives a temperature rise $P_{\rm h}/(2\pi\kappa r)$. Summing over the disc gives, at its centre,
\begin{equation}
\Delta T_{\rm sub}=\int_0^a\frac{q_{\rm h}\,2\pi r\,dr}{2\pi\kappa r}=\frac{q_{\rm h}a}{\kappa}.
\end{equation}
A deposited film of thickness $d\ll a$ and conductivity $\kappa_{\rm f}$ adds $\Delta T_{\rm film}=q_{\rm h}d/\kappa_{\rm f}$ if all the heat crosses it.

Take $U=5$ kV, $a=500$ nm, $\kappa=150$ W/(m\,K), which is of the size for silicon, $d=20$ nm and $\kappa_{\rm f}=1$ W/(m\,K). At 10 A/cm$^2$, $q_{\rm h}=5\times10^8\ {\rm W/m^2}$. The rises are 1.7 K in the substrate and 10 K across the film. With a desorption energy $E_{\rm d}=0.6$ eV, the desorption rate grows by
\begin{equation}
\exp\left[\frac{E_{\rm d}}{k_{\rm B}}\left(\frac1{298\,{\rm K}}-\frac1{309.7\,{\rm K}}\right)\right]\simeq2.4 .
\end{equation}
The growth rate nevertheless falls by only 9\%, because most molecules are dissociated before they desorb. At 1 A/cm$^2$ the total rise is 1.2 K and the rate falls by 3.5\%. These figures belong to a 20 nm film. In this estimate the film contribution grows in proportion to thickness. At 10 A/cm$^2$ a thickness of 50 nm is reached in about one second; the total rise is then 27 K and the growth rate is about 30\% below its unheated value. These are upper bounds. Electrons of 5 keV release much of their energy below so thin a film, and that heat does not cross it, so the true rise is smaller. What the estimate shows is that a small effect is assured for 20 nm but can no longer be taken for granted for thick, poorly conducting deposits.

\subsection{Backscattered electrons}

Some dissociation is caused by electrons that scatter back out of the substrate, and by the secondaries they release. For 5 keV electrons in silicon most of them emerge within roughly 0.2 micrometres of the point of entry, which is less than the disc radius. The effective flux is therefore nearly flat in the middle of the disc and falls towards its rim.

Suppose that this part supplies a share 0.3 of the dissociation, an assumed round value. As an upper bound on the effect, let a point in the spot lose all of it, so that $f$ becomes $0.7f$. Equation (\ref{eq:local}) gives
\begin{equation}
\frac{R(0.7x)}{R(x)}-1=\frac{0.7(1+x)}{1+0.7x}-1 .
\end{equation}
This is $-28\%$ at 0.1 A/cm$^2$, $-18\%$ at 1 A/cm$^2$ and $-4\%$ at 10 A/cm$^2$. Saturation makes the local rate less sensitive to the flux. The electrons that spread outside the disc deposit material there, which the sharp-edged model omits.

\subsection{The model beside a real deposition}

The parameters have the rough size expected for platinum deposition from an organometallic vapour fed through a nozzle near the sample. The residence time and the diffusion coefficient are the least certain, and both depend on temperature and on the surface. If $\tau$ were ten times shorter, $k_0$ would be $400+10\,000=10\,400\ {\rm s^{-1}}$ and $j^*$ would rise from 1.1 to 8.3 A/cm$^2$. If it were ten times longer, $k_0$ would be $500\ {\rm s^{-1}}$ and $j^*$ would fall to 0.40 A/cm$^2$. The local ceiling $V sJ$ would not change. An uncertain residence time thus makes the crossover uncertain, but not the local ceiling.

The uniform 500 nm disc is far wider than the spots used for fine structures, and 78.5 nA is a large current for a fine probe. For the chosen values of $D$ and $\tau$, lateral supply makes the largest change among the neglected effects sized here: for the 10 nm spot above, including it multiplies the calculated mean rate by 7.8. This factor depends strongly on the uncertain diffusion coefficient: it is 2.8 for $D=10^5\ {\rm nm^2/s}$ and about 20 for $D=10^7\ {\rm nm^2/s}$. It depends as strongly on the residence time, which enters $L_0$ and $n_{\rm d}$: at $D=10^6\ {\rm nm^2/s}$ it is 2.2 for $\tau=0.1$ ms and 17 for $\tau=10$ ms, with mean rates of about 100 and 1000 nm/s. Real precursors may also dissociate in several steps, leave fragments that block sites, or adsorb in more than one layer. The effective $\sigma$ and $V$ then need not stay constant as the current changes.

For a flat surface, steady irradiation and a spot much wider than $L_0$, the local law is a sound choice, with equation (\ref{eq:rim}) as its rim correction, provided that heating is small and that the effective flux, including backscattered electrons, is nearly uniform over the spot. For a spot comparable with $L_0$ or smaller, a fixed yield per electron remains adequate at low flux, where the coverage is undisturbed. Once depletion matters, the diffusion equation has to be solved.
